Modified Luttinger parameters and double counting in the eight-band Kane model

**1. A light hole that becomes too light**

A model semiconductor with a zone-centre gap of 1 eV has, along [001], a heavy hole of mass 0.333 m0 and a light hole of mass 0.0706 m0. Its Luttinger parameters, which reproduce both masses, are now placed in the valence block of an eight-band Kane Hamiltonian. Diagonalization returns the heavy-hole mass unchanged, but a light-hole mass of 0.0364 m0, about half the correct value. The parameters were right and the Hamiltonian has the right form. The fault is that one physical effect, the repulsion between conduction and valence bands, has been entered twice.

**2. Setting and conventions**

Atomic units are used in the algebra. The zone-centre states are an s-like conduction state S (Γ6 with spin) at energy Eg, and p-like valence states X, Y, Z, which spin-orbit coupling splits into a quartet Γ8 (J = 3/2) at energy 0 and a doublet Γ7 (J = 1/2) at −Δ. Other states n lie at E_n. At wavevector k the Hamiltonian for the periodic part of the Bloch function is

H(k) = H(0) + k²/2 + k·p. (1)

The orbital functions are chosen real, so matrix elements of p are imaginary:

⟨S|p_x|X⟩ = iP, ⟨X|p_x|S⟩ = −iP, E_P = 2P², (2)

and likewise for y and z. I assume inversion symmetry. Parity then forbids matrix elements of p within the set X, Y, Z, and also between S and those remote states that couple to X, Y, Z. Spin-orbit coupling in the remote bands and its k-dependent part are neglected.

**3. Folding distant states into the valence band**

Divide the states into a set A to be kept and a set B to be removed, with amplitudes a and b. The eigenvalue equation reads

(H_AA − E)a + H_AB b = 0, H_BA a + (H_BB − E)b = 0.

Solving the second equation for b and inserting it in the first gives

[H_AA − H_AB (H_BB − E)⁻¹ H_BA] a = E a. (3)

Let A be Γ8. The coupling H_AB is linear in k, so two factors of it already give order k², and the inverse may be taken at k = 0 and E = 0. The doublet Γ7 belongs to B, but p does not connect it directly to Γ8. It can enter through a path Γ8 → n → Γ7 → n' → Γ8, which has four factors of k. To order k², therefore, the Γ8 Hamiltonian is the projection onto J = 3/2 of the orbital matrix

D_ij = (k²/2)δ_ij − Σ_n ⟨i|k·p|n⟩⟨n|k·p|j⟩/E_n, with i, j = X, Y, Z. (4)

Cubic symmetry fixes its form:

D_XX = L k_x² + M(k_y² + k_z²), D_XY = N k_x k_y, (5)

with the other elements obtained by permutation. Equation (4) is a sum over intermediate states, so L, M and N are sums of separate contributions. The argument rests on this additivity.

**4. From L, M, N to the Luttinger parameters**

The Luttinger parameters are defined by the hole energies along two axes:

[001]: E_heavy = −(γ1 − 2γ2)k²/2, E_light = −(γ1 + 2γ2)k²/2,
[111]: E_heavy = −(γ1 − 2γ3)k²/2, E_light = −(γ1 + 2γ3)k²/2. (6)

Two of the J = 3/2 states, quantized along z, are

|3/2⟩ = −(X + iY)↑/√2, |1/2⟩ = [2Z↑ − (X + iY)↓]/√6. (7)

For k along z, D is diagonal, with D_XX = D_YY = Mk² and D_ZZ = Lk². It conserves J_z, so the states (7) are eigenstates of the projected matrix. The heavy hole |3/2⟩ has energy Mk². The light hole |1/2⟩ has weight 4/6 on Z and 2/6 on X and Y together, hence energy (2L + M)k²/3. Comparison with (6) gives

γ1 − 2γ2 = −2M, γ1 + 2γ2 = −(4L + 2M)/3.

Half the sum, and a quarter of the difference, are

γ1 = −(2/3)(L + 2M), γ2 = −(L − M)/3. (8)

For k along [111], each diagonal element of D is (L + 2M)k²/3 and each off-diagonal element is Nk²/3. The p orbital parallel to k is (X + Y + Z)/√3, with eigenvalue L∥k², and the two perpendicular orbitals have eigenvalue M⊥k², where

L∥ = (L + 2M + 2N)/3, M⊥ = (L + 2M − N)/3.

The previous argument applies with the quantization axis along k, with L∥ and M⊥ in place of L and M. Since L∥ + 2M⊥ = L + 2M, γ1 is the same as before. Since L∥ − M⊥ = N,

γ3 = −N/3. (9)

Inverting (8) and (9) gives the entries needed to write the valence block from a given set of γ's:

L = −(γ1 + 4γ2)/2, M = −(γ1 − 2γ2)/2, N = −3γ3. (10)

**5. The share of the conduction band**

For the intermediate state S, (2) gives

⟨X|k·p|S⟩⟨S|k·p|Y⟩ = (−iPk_x)(iPk_y) = P²k_xk_y,

and in general P²k_ik_j. Its contribution to (4) is −P²k_ik_j/Eg, so

L_S = N_S = −P²/Eg, M_S = 0. (11)

With P² = E_P/2, equations (8) and (9) turn this into

γ1 share: 2P²/(3Eg) = E_P/(3Eg),
γ2 and γ3 shares: P²/(3Eg) = E_P/(6Eg). (12)

The result M_S = 0 has a simple meaning. S couples to the p orbital parallel to k, while along [001] and [111] the heavy hole is built from perpendicular orbitals. Along these two axes the conduction band pushes the light hole down and leaves the heavy hole alone; section 8 treats [110], where the heavy hole can be affected too.

**6. The modified parameters**

In the eight-band model S is kept, and its coupling iPk_i stands explicitly in the matrix. Let the valence block be written with parameters γ1', γ2', γ3' through (10). To find the Γ8 curvature that this model produces, fold S out by (3). The result is the block itself plus the contribution (11). The curvatures are therefore those of a valence-only model with parameters γ' plus the shares (12). With the heavy and light holes identified by their states, as in section 4, they agree with the true ones if and only if

γ1' = γ1 − E_P/(3Eg),
γ2' = γ2 − E_P/(6Eg),
γ3' = γ3 − E_P/(6Eg). (13)

This holds for Γ8 at order k² about k = 0. The values of E_P and Eg in (13) must be those used in the explicit part of the matrix; if either is changed, γ' must be recomputed. Parameters that were determined within an eight-band model are already γ', and must not be reduced again.

What remains in γ' is the free-electron term k²/2, for which L = M = 1/2 and N = 0, and the remote bands. By (8) and (9) the free-electron term contributes (−1, 0, 0). Without remote bands the modified parameters are thus (−1, 0, 0): the valence block then curves upward like a free electron, and the downward curvature of the light hole comes from its coupling to S. The heavy hole would curve upward, so remote bands are needed to give it a positive hole mass.

**7. A model with known remote bands**

To test (13) one needs a system whose Luttinger parameters are not put in by hand. Take Eg = 1 eV, Δ = 0.4 eV and E_P = 20 eV, and add two sets of remote states.

The first is a triplet X_c, Y_c, Z_c at E_t = 4 eV with ⟨X|p_y|Z_c⟩ = iQ, the same for all permutations of the axes, and E_Q = 2Q² = 16 eV. X reaches Z_c through k_y and Y_c through k_z, so L = 0 and M = −Q²/E_t. X through k_y and Y through k_x both reach Z_c, so N = −Q²/E_t. Equations (8) and (9) give the shares

2E_Q/(3E_t), −E_Q/(6E_t), E_Q/(6E_t). (14)

The second is a doublet u, v at E_d = 8 eV. The elements ⟨X|p_x|·⟩, ⟨Y|p_y|·⟩, ⟨Z|p_z|·⟩ are iR(−1/2, −1/2, 1) for u and iR(√3/2, −√3/2, 0) for v, with E_R = 2R² = 6 eV. Then L = −R²(1/4 + 3/4)/E_d = −R²/E_d, M = 0, and N = −R²(1/4 − 3/4)/E_d = R²/(2E_d). The shares are

E_R/(3E_d), E_R/(6E_d), −E_R/(12E_d). (15)

Adding (14) and (15):

γ1: 2.667 + 0.250 = 2.917
γ2: −0.667 + 0.125 = −0.542
γ3: 0.667 − 0.0625 = 0.604

The conduction-band shares (12) are 20/3 = 6.667 and 20/6 = 3.333. Hence

γ1 = −1 + 6.667 + 2.917 = 8.583, γ1' = 1.917
γ2 = 3.333 − 0.542 = 2.792, γ2' = −0.542
γ3 = 3.333 + 0.604 = 3.938, γ3' = 0.604

The change of sign in γ2' is not an error of the subtraction. It says that without S the state called the light hole along [001] would have inverse mass 1.917 − 1.083 = 0.833, smaller than the heavy hole's 3.000.

The model is meant for the neighbourhood of k = 0 only. For k along [110] the orbital (X − Y)/√2 has, by (5) and (10), the energy −(γ1 + γ2 − 3γ3)k²/2. The shares (12) cancel in this combination, and it equals −0.44 with or without primes. This orbital therefore curves upward, and the top valence band along [110] turns up near k = 0.15 Å⁻¹ and rises above zero near 0.26 Å⁻¹. The 1 eV is the gap at the zone centre.

With spin, this parent model has 18 bands. The numerical check diagonalizes it and reads the Luttinger parameters from the band curvatures, with P switched on and then off. The difference agrees with (12) for gaps of 0.5, 1 and 2 eV.

**8. What double counting does**

Suppose the unmodified γ's are put in the eight-band matrix. By the argument leading to (13), the Γ8 bands behave as if the parameters were

γ1 + 2s, γ2 + s, γ3 + s, with s = E_P/(6Eg). (16)

Along [001] and [111] the inverse masses become, with j = 2 or 3 respectively,

heavy: γ1 + 2s − 2(γj + s) = γ1 − 2γj,
light: γ1 + 2s + 2(γj + s) = γ1 + 2γj + 4s. (17)

The heavy hole is unchanged, and the light hole acquires the spurious term 4s = 2E_P/(3Eg) = 13.33. Along [001] its inverse mass rises from 14.17 to 27.50, which is the fall from 0.0706 m0 to 0.0364 m0 noted at the start.

The factor is close to 2 for a definite reason. The correct value, 14.17, consists of 13.33 from S and 0.83 from everything else, and the first part is doubled. As Eg → 0 with the other parameters fixed, the S part dominates and the ratio tends to 2. As Eg → ∞, s → 0 and the error disappears.

Along [110] the heavy hole is not fully protected. Here k_x = k_y = k/√2, so that D_XX = D_YY = (L + M)k²/2, D_ZZ = Mk² and D_XY = Nk²/2. The state |3/2⟩ of (7) couples to

|−1/2⟩ = [(X − iY)↑ + 2Z↓]/√6.

Coupling to the other two J = 3/2 states would need D_XZ or D_YZ, which vanish. The matrix elements, in units of k², are

⟨3/2|D|3/2⟩ = (L + M)/2,
⟨−1/2|D|−1/2⟩ = (D_XX + D_YY + 4D_ZZ)/(6k²) = (L + 5M)/6,
⟨3/2|D|−1/2⟩ = −(D_XX − D_YY − 2iD_XY)/(√12 k²) = iN/√12.

The mean of the diagonal elements is (L + 2M)/3 = −γ1/2. Half their difference is (L − M)/6 = −γ2/2. The off-diagonal element has modulus |N|/√12 = √3|γ3|/2. The eigenvalues of this 2×2 matrix correspond to inverse hole masses

γ1 ∓ √(γ2² + 3γ3²), (18)

with the upper sign for the heavy hole. The other two states form the time-reversed pair with the same energies. If γ2 = γ3 > 0, the root is 2γ2 and the shift (16) cancels for the heavy hole as in (17). In the example γ2 ≠ γ3, and the heavy-hole inverse mass moves from 1.214 to 1.246, a change of 2.6% relative to the correct value, while the light-hole value moves from 15.95 to 29.25. Along [001] and [111], agreement of the heavy-hole mass with its known value is thus no evidence that the parameters were reduced, and along [110] the change is small in this example. The light-hole mass is the quantity to examine.

**9. The split-off band**

For Γ7, energies in (3) are measured from −Δ, so every denominator E_n in (4) becomes E_n + Δ. The state [Z↑ + (X + iY)↓]/√3 has equal weight on the three orbitals, and the cross terms iD_XY − iD_YX cancel. Its energy relative to −Δ is (D_XX + D_YY + D_ZZ)/3 = (L + 2M)k²/3. By (8) its inverse hole mass has the form of γ1 with the new denominators:

1/m_so = −1 + E_P/[3(Eg + Δ)] + 2E_Q/[3(E_t + Δ)] + E_R/[3(E_d + Δ)]. (19)

This is −1 + 4.762 + 2.424 + 0.238 = 6.42. The eight-band model treats the S term correctly, but its remote part was fixed at the Γ8 edge:

1/m_so (eight-band) = γ1' + E_P/[3(Eg + Δ)] = 1.917 + 4.762 = 6.68. (20)

The error is 4% relative to (19). It is small because Δ is small compared with E_t and E_d. So (13) is an approximation for Γ7, though a better one here than the valence-only value γ1 = 8.58, which has the wrong denominator in its largest term. Double counting gives 13.35.

**10. The conduction band has the same problem**

Now keep S and fold out the valence states. S couples with strength Pk to the p orbital parallel to k. By (7), 2/3 of that orbital's weight, for a given spin, lies in Γ8, and the remaining 1/3 lies in Γ7. These levels are below S by Eg and Eg + Δ and push it up:

E_c = Eg + a_c k²/2 + P²k²[2/(3Eg) + 1/(3(Eg + Δ))],

1/m_c = a_c + (E_P/3)[2/Eg + 1/(Eg + Δ)]. (21)

Here a_c holds the free-electron term and any remote bands that couple to S. In the parent model there are none of the latter, so a_c = 1 and 1/m_c = 1 + 18.10 = 19.10. If the full 19.10 is inserted as the coefficient a_c, the result is 37.19. The remedy is again subtraction: a_c must be obtained from (21).

The valence parameters do not appear in (21), because they change the denominators by terms of order k² and so affect E_c at order k⁴. A correct electron mass therefore does not show that the valence block is correct.

**11. Away from the zone centre**

To convert to practical units, an inverse mass w gives an energy of 3.810 w k² in eV, with k in Å⁻¹. For the light hole along [001] the energies in eV are:

k = 0.02 Å⁻¹
parent: −0.0208
eight-band with γ': −0.0208
eight-band with γ: −0.0394
parabola: −0.0216

k = 0.05 Å⁻¹
parent: −0.1091
eight-band with γ': −0.1096
eight-band with γ: −0.1782
parabola: −0.1349

At the larger k the parabola is too deep by 24% of the parent energy. It takes the denominators of (3) at k = 0 and E = 0. The true denominator for S is Eg + k²/2 − E. For a hole state E is negative, so this is larger than Eg and the repulsion is weaker. Mixing with Γ7, which lies below and pushes the light hole up, acts in the same direction. The check does not separate the two effects.

The corrected eight-band model keeps both and is off by 0.5%. It still replaces the remote denominators E_n + k²/2 − E by E_n, which is a good approximation while |E| and k²/2 are small compared with E_n. With unmodified parameters the error at k = 0.05 Å⁻¹ is 63%, larger than that of the simple parabola at the same k.

Computed values

```
hbar^2/(2 m0) = 3.80998 eV angstrom^2
Eg = 1.0 eV, Delta = 0.4 eV, E_P = 20.0 eV
remote triplet at 4.0 eV, E_Q = 16.0 eV
remote doublet at 8.0 eV, E_R = 6.0 eV
Kane coupling sqrt(E_P hbar^2/2m0) = 8.7292 eV angstrom
measured conduction-band share of g1, g2, g3 (dimensionless):
  Eg = 0.5 eV: 13.3333 6.6667 6.6667
  Eg = 1.0 eV: 6.6667 3.3333 3.3333
  Eg = 2.0 eV: 3.3333 1.6667 1.6667
remote-band share of g1, g2, g3 = 2.9167 -0.5417 0.6042
Luttinger g1, g2, g3 = 8.5833 2.7917 3.9375
modified g1', g2', g3' = 1.9167 -0.5417 0.6042
modified parameters without remote bands = -1.000 0.000 0.000
inverse masses (1/m0), heavy and light hole:
  [001] parent: 3.0000 14.1667
  [001] corrected: 3.0000 14.1667
  [001] double-counted: 3.0000 27.5000
  [111] parent: 0.7083 16.4583
  [111] corrected: 0.7083 16.4583
  [111] double-counted: 0.7083 29.7917
  [110] parent: 1.2141 15.9525
  [110] corrected: 1.2141 15.9525
  [110] double-counted: 1.2460 29.2540
spurious light-hole term 2 E_P/(3 Eg) = 13.3333 1/m0
[001] heavy-hole mass, parent = 0.3333 m0
[001] light-hole mass, parent = 0.07059 m0
[001] light-hole mass, corrected = 0.07059 m0
[001] light-hole mass, double-counted = 0.03636 m0
ratio of light-hole inverse masses, doubled/parent = 1.9412
split-off inverse mass (1/m0):
  parent 6.4242, corrected 6.6786
  g1 alone 8.5833, double-counted 13.3452
conduction inverse mass, parent = 19.0952 1/m0
  part from valence bands = 18.0952 1/m0
  with full 1/m_c inserted as coefficient = 37.1905 1/m0
light-hole energy along [001] (eV):
  k = 0.02 1/angstrom: parent -0.02078, corrected -0.02080
    double-counted -0.03937, parabola -0.02159
  k = 0.05 1/angstrom: parent -0.10905, corrected -0.10962
    double-counted -0.17816, parabola -0.13494
```
